# Band gap and bridge-orbital order on the CE zigzag chain

With a hopping of $t=0.40$ eV, an ideal, isolated zigzag chain of the CE phase has a band gap of $0.40$ eV at half doping, equal to the hopping itself. If one sign alternation in the corner amplitudes is removed while their magnitudes are kept, the gap falls to zero. If the alternation is kept but one of the two corner orbitals is removed, the gap is again zero. In the basis $3z^2-r^2$, $x^2-y^2$ on the corners, with equal magnitudes on both bridge types, the gap therefore needs both the alternating sign and a second orbital whose sign does not alternate. Independently of the basis, it needs the two bonds of a corner to use different orbitals (Remark 1). The theorem below makes this precise and separates it from the question of which orbital the bridge electrons occupy.

## Setting and assumptions

The chain lies in the $xy$ plane and its bonds run in the order $x,x,y,y$, repeated. A site between two parallel bonds is a *bridge*; a site where the chain turns is a *corner*. They alternate, so the chain is a sequence of bridge-corner pairs. Each site carries the two $e_g$ orbitals

$$|Z\rangle=|3z^2-r^2\rangle,\qquad |D\rangle=|x^2-y^2\rangle .$$

**A1. Double exchange.** Core spins are classical, parallel within a chain and antiparallel between neighbouring chains and planes. Hund coupling is infinite, so an electron's spin follows the core spin of its site. Hopping between sites whose core spins differ by an angle $\theta$ is then reduced by $\cos(\theta/2)$, which is 1 within a chain and 0 between chains. The electrons are spinless and confined to one chain.

**A2. Bonds.** Hopping passes through the $p$ orbitals of a ligand on a straight bond with axial symmetry. The amplitude between two $3x^2-r^2$ orbitals along $x$ is $-t$, with $t>0$.

**A3. Filling.** Half doping means half an $e_g$ electron per site, or one electron per pair.

**A4.** There is no level splitting, no repulsion between electrons, and the temperature is zero.

## Lemma 1: one orbital per bond direction

*On a bond along $\gamma$ the hopping matrix is $h_\gamma=-t|\gamma\rangle\langle\gamma|$, where, in the basis $(Z,D)$,*

$$|x\rangle=\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad |y\rangle=\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right),\quad |z\rangle=(1,0).$$

*Proof.* Take a bond along $x$. The orbital $3x^2-r^2$ has angular momentum 0 about the bond. The orthogonal $e_g$ orbital, $y^2-z^2$, varies as $\cos2\beta$ with the angle $\beta$ about the bond, so it has components $\pm2$. Axial symmetry forbids mixing of the two, and ligand $p$ orbitals carry only $0,\pm1$, so $y^2-z^2$ has no path through the ligand. One orbital per direction hops.

For the coefficients, put $x^2+y^2+z^2=1$. With a common normalization the angular functions are $Z=\tfrac12(2z^2-x^2-y^2)$ and $D=\tfrac{\sqrt3}{2}(x^2-y^2)$. Then

$$-\tfrac12Z+\tfrac{\sqrt3}{2}D=\left(-\tfrac{z^2}{2}+\tfrac{x^2+y^2}{4}\right)+\tfrac34(x^2-y^2)=x^2-\tfrac{y^2+z^2}{2},$$

which is $\tfrac12(3x^2-1)$, the function $3x^2-r^2$. Exchanging $x$ and $y$ leaves $Z$ unchanged and reverses $D$, which gives $|y\rangle$. ∎

The overlap of the two in-plane orbitals is

$$\langle x|y\rangle=\tfrac14-\tfrac34=-\tfrac12 .$$

## Lemma 2: the chain reduces to three orbitals per pair

*On each bridge the orbital orthogonal to the chain direction decouples at zero energy. The remaining bridge orbital couples to its two corners with amplitude $a=t/2$ for $Z$, and with amplitude $-b$ on an $x$ bridge and $+b$ on a $y$ bridge for $D$, where $b=\sqrt3t/2$.*

*Proof.* Both bonds of an $x$ bridge contain the same projector $|x\rangle\langle x|$, so $y^2-z^2$ is annihilated by both. On a $y$ bridge the same holds for $x^2-z^2$. The amplitude from the active bridge orbital $|\gamma\rangle$ to a corner orbital $|c\rangle$ is $-t\langle c|\gamma\rangle$. For $Z$ this is $-t(-\tfrac12)=+t/2$ from either bridge type. For $D$ it is $-\sqrt3t/2$ from $|x\rangle$ and $+\sqrt3t/2$ from $|y\rangle$. ∎

In the example these amplitudes are $0.200$ eV and $\mp0.346$ eV.

The chain repeats after two pairs, but a choice of signs shortens the cell to one. Let corner $j$ lie between bridges $j$ and $j+1$, with even bridges of type $x$. The $D$ amplitude of bridge $n$ is $-(-1)^nb$. Replace $|D_j\rangle$ by $(-1)^j|D_j\rangle$. The amplitude to the left bridge becomes $-(-1)^{j}(-1)^jb=-b$, and that to the right bridge becomes $-(-1)^{j+1}(-1)^jb=+b$, for every $j$. The $Z$ amplitudes stay $+a$. Each pair now looks the same, and $k$ denotes the phase advance per pair in this convention.

## Theorem

*Under A1 to A4:*

*(i) The bands of the chain are*

$$E=\pm t\sqrt{2-\cos k}\,,\qquad E=0\ \text{(twice)},$$

*the lowest band is full, and the gap is $t$.*

*(ii) For general real corner amplitudes, $a$ with uniform sign and $b$ with alternating sign, the gap is $2\min(|a|,|b|)$. If neither sign alternates, the gap is zero.*

*(iii) A bridge holds half an electron, all of it in the orbital directed along the chain. A corner also holds half an electron, $(\sqrt3-1)/4$ in $Z$ and $(3-\sqrt3)/4$ in $D$.*

*(iv) Lower the orthogonal orbital on every bridge by $w$, at fixed electron number. It stays empty for $w<t$.*

### Proof of (i) and (ii)

Let $|B_k\rangle$, $|Z_k\rangle$, $|D_k\rangle$ be the normalized Bloch sums with weight $e^{ikj}$ on pair $j$. Corner $j$ receives the bridge wave from bridge $j$ with phase $e^{ikj}$ and from bridge $j+1$ with phase $e^{ik(j+1)}$. Hence

$$H|B_k\rangle=a(1+e^{ik})|Z_k\rangle+b(e^{ik}-1)|D_k\rangle .$$

Call the norm of this vector $\varepsilon_k$. Since $|1+e^{ik}|^2=2+2\cos k$ and $|e^{ik}-1|^2=2-2\cos k$,

$$\varepsilon_k^2=2(a^2+b^2)+2(a^2-b^2)\cos k .$$

Define the normalized corner state $|w_k\rangle=H|B_k\rangle/\varepsilon_k$. Corners couple to bridges and to nothing else, so $H|w_k\rangle=\varepsilon_k|B_k\rangle$. In the space of $|B_k\rangle$ and $|w_k\rangle$ the Hamiltonian has zero diagonal and off-diagonal element $\varepsilon_k$; its eigenvalues are $\pm\varepsilon_k$. The corner combination orthogonal to $|w_k\rangle$ has no matrix element with $|B_k\rangle$ and lies at zero. The decoupled bridge orbital supplies the second zero.

There are thus four levels per $k$ and one electron per pair. The electrons fill $-\varepsilon_k$, and the next levels lie at zero. The gap is the minimum of $\varepsilon_k$, reached at $\cos k=\pm1$, where $\varepsilon_k$ equals $2|a|$ (at $k=0$) or $2|b|$ (at $k=\pi$). This gives $2\min(|a|,|b|)$.

For $a=t/2$ and $b=\sqrt3t/2$ we have $a^2+b^2=t^2$ and $a^2-b^2=-t^2/2$, so

$$\varepsilon_k^2=t^2(2-\cos k).$$

The minimum is $t$ at $k=0$, the maximum $\sqrt3t$ at $k=\pi$. In the example the filled band runs from $-0.693$ eV to $-0.400$ eV.

If the $D$ amplitude had the same sign on both bridge types, both corner components would carry the factor $1+e^{ik}$, and

$$\varepsilon_k^2=2(a^2+b^2)(1+\cos k),$$

which vanishes at $k=\pi$. ∎

### Proof of (iii)

The filled state is $(|B_k\rangle-|w_k\rangle)/\sqrt2$, half on bridges and half on corners for every $k$. The decoupled bridge orbitals lie at zero energy and are empty. This proves the bridge statement.

On the corners, the weight of $Z$ in $|w_k\rangle$ is $a^2(2+2\cos k)/\varepsilon_k^2$ and that of $D$ is $b^2(2-2\cos k)/\varepsilon_k^2$. Halving these, inserting $a$ and $b$, and averaging over $k$ gives

$$n_Z=\tfrac14\left\langle\frac{1+\cos k}{2-\cos k}\right\rangle,\qquad n_D=\tfrac34\left\langle\frac{1-\cos k}{2-\cos k}\right\rangle .$$

The substitution $u=\tan(k/2)$, with $\cos k=(1-u^2)/(1+u^2)$ and $dk=2\,du/(1+u^2)$, yields

$$\left\langle\frac1{2-\cos k}\right\rangle=\frac1\pi\int_{-\infty}^{\infty}\frac{du}{1+3u^2}=\frac1{\sqrt3}.$$

Writing $\cos k=2-(2-\cos k)$ gives $\langle\cos k/(2-\cos k)\rangle=2/\sqrt3-1$. Therefore

$$n_Z=\tfrac14\left(\tfrac{3}{\sqrt3}-1\right)=\tfrac{\sqrt3-1}{4},\qquad n_D=\tfrac34\left(1-\tfrac1{\sqrt3}\right)=\tfrac{3-\sqrt3}{4}.$$

These are $0.183$ and $0.317$, with sum $\tfrac12$. The coherence between $Z$ and $D$ is proportional to the average of $(1+e^{ik})(e^{-ik}-1)=-2i\sin k$ divided by $\varepsilon_k^2$. It is odd in $k$ and vanishes, so $n_Z$ and $n_D$ are the natural occupations of a corner. ∎

### Proof of (iv)

The orthogonal orbital is decoupled, so the field moves its level to $-w$ and changes nothing else. While $w<t$, this level lies above the whole filled band, and the ground state is unchanged. ∎

For $t<w<\sqrt3t$, band states with $\varepsilon_k<w$ empty into the orthogonal orbitals. They satisfy $\cos k>2-w^2/t^2$, so the transferred number per bridge is

$$\frac1\pi\arccos\left(2-\frac{w^2}{t^2}\right).$$

At $w=1.1t$ this is $\arccos(0.79)/\pi=0.210$, the value found by diagonalizing a ring of 100 pairs. At $w=0.9t$ the same ring has none.

## Remarks

### 1. Why two channels are needed

An alternating sign in a single channel has no physical content. With $a=0$, reversing the sign of every second bridge orbital makes the $D$ amplitudes uniform, and indeed $\varepsilon_k^2=2b^2(1-\cos k)$ vanishes at $k=0$. With both channels present, the same reversal merely transfers the alternation from $D$ to $Z$.

What survives any choice of signs is the product of amplitudes around the loop from bridge $j$ through $Z_j$ to bridge $j+1$ and back through $D_j$:

$$a\cdot a\cdot b\cdot(-b)=-a^2b^2<0 .$$

In the basis $(Z,D)$ the two paths past a corner interfere destructively. In $H^2$ they contribute $a^2-b^2$ to the element between neighbouring bridges, instead of $a^2+b^2$. When $|a|=|b|$ the cancellation is complete: $\varepsilon_k=2|a|$ for all $k$, and the filled band is flat. In the real geometry $b^2=3a^2$, so the cancellation is partial, and the weaker channel sets the gap, $2a=t$.

The sign of the loop survives sign changes but not a rotation of the corner basis. After reversing every $y$ bridge and rotating by $45^\circ$, the two bond orbitals read $(0.259,0.966)$ and $(0.966,0.259)$; all amplitudes have one sign, and the gap is still $t$. The geometric content is the modulus of the overlap $s=\langle x|y\rangle=-\tfrac12$, whose sign changes when every second bridge orbital is reversed. For normalized bond orbitals $\varepsilon_k^2=2t^2(1+s\cos k)$, so the gap is $t\sqrt{2(1-|s|)}$ and closes only for $|s|=1$. The neighbour element of $H^2$ is $t^2$ times this overlap. On a straight chain successive bonds use the same orbital, the overlap is 1, and $\varepsilon_k^2=2t^2(1+\cos k)$ closes the gap.

### 2. What orders the bridge orbitals

The corner sign does not select the bridge orbital. Lemma 2 used only the fact that both bonds of a bridge are parallel, which holds equally on a straight chain. What the gap adds is protection. On a straight chain the active band is $-2t\cos q$, with $q$ the phase per site; half an electron per site fills it to zero energy, where the orthogonal orbitals also lie. Any $w>0$ then transfers electrons. For $w<2t$ the number per site in a long chain is $\arcsin(w/2t)/\pi$, or $0.016$ at $w=0.1t$. A ring of 202 sites gives $0.020$, because four discrete levels are transferred and $4/202=0.020$.

The zigzag pattern consists of $3x^2-r^2$ and $3y^2-r^2$ on alternate bridges. It comes without charge order between bridges and corners: each site holds half an electron at this level.

### 3. Energy against the straight chain

The energy per site is $-\tfrac12\langle\varepsilon_k\rangle$. With $\cos k=2\cos^2(k/2)-1$, we have $2-\cos k=3-2\cos^2(k/2)$, and therefore

$$\frac{E}{N}=-\frac{\sqrt3\,t}{\pi}\,\mathrm E\!\left(\tfrac23\right),\qquad \mathrm E(m)=\int_0^{\pi/2}\!\sqrt{1-m\sin^2\theta}\,d\theta .$$

This is $-0.695t$, or $-0.278$ eV. The straight chain gives

$$\frac1{2\pi}\int_{-\pi/2}^{\pi/2}(-2t\cos q)\,dq=-\frac{2t}{\pi}=-0.637t,$$

or $-0.255$ eV. The zigzag gains $0.023$ eV per site. In both arrangements each site has two parallel and four antiparallel neighbours in the crystal, so an isotropic nearest-neighbour exchange between core spins cancels from the difference. The comparison covers these two arrangements and leaves open whether a ferromagnet, for instance, lies lower. It also holds for infinite Hund coupling only. In the three-dimensional crystals with the cost $\Delta_H=2.5$ eV of Remark 6 the gain is $0.012$ eV per site, and at $\Delta_H=1.6$ eV it is $0.004$ eV.

### 4. Lattice distortion

Let a distortion lower the active bridge orbital by $\delta/2$ and raise the orthogonal one by $\delta/2$. In the space of $|B_k\rangle$ and $|w_k\rangle$ the diagonal elements are now $-\delta/2$ and 0, so

$$E=-\frac\delta4\pm\sqrt{\frac{\delta^2}{16}+\varepsilon_k^2}.$$

The lowest empty level is still the non-bonding corner state at zero. The gap becomes

$$\Delta_g=\frac\delta4+\sqrt{\frac{\delta^2}{16}+t^2},$$

which tends to $t$ for small $\delta$ and to $\delta/2+2t^2/\delta$ for large $\delta$. With $\delta=0.50$ eV it is $0.125+\sqrt{0.0156+0.160}=0.544$ eV. The bridges now hold $0.613$ electrons and the corners $0.387$: the distortion produces charge order as well as a larger gap.

### 5. Repulsion between electrons

Two spinless electrons can meet on a corner, where two orbitals are active, but not in the single active orbital of a bridge. In the uncorrelated state, where the $Z$-$D$ coherence vanishes, the probability of double occupation of a corner is $n_Zn_D=0.183\times0.317=0.058$. With an effective repulsion of $3.0$ eV the first-order cost is $0.17$ eV per pair, against a band energy of $2\times0.278=0.56$ eV. The electrons can lower this cost by moving to the bridges.

Exact diagonalization of an eight-site ring with four electrons confirms the direction: the bridge occupation rises from $0.5$ to $0.585$, and the orthogonal orbital stays empty. The charge gap, the energy to add one electron plus that to remove one, changes from $0.400$ to $0.374$ eV. The occupation is nearly independent of length ($0.583$ on a ring of 14 sites, which has an odd number of pairs and is closed in the sign convention of Lemma 2), but the gap is not. It falls further to $0.354$ eV at 14 sites. With antiperiodic boundary conditions the eight-site gap rises instead, from $0.455$ to $0.493$ eV, and at 10 sites it still rises, from $0.437$ to $0.446$ eV; at 12 and at 14 sites both boundary conditions give a decrease. The eight-site gap is therefore not a long-chain value.

### 6. Finite Hund coupling

Of the corrections computed here, this one changes the gap most. If an electron may visit a site of opposite core spin at a cost $\Delta_H=2.5$ eV, the chains are coupled in second order, with scale $t^2/\Delta_H=0.064$ eV. In the three-dimensional CE spin pattern, without distortion or repulsion, the indirect gap falls from $0.400$ eV to $0.019$ eV. Since this is evaluated on a mesh of $6\times6\times4$ wavevectors, and further wavevectors can only lower it, the number is an upper bound. Locating the band edges between mesh points lowers it by about $0.001$ eV, to $0.018$ eV, so the undistorted model is at best marginally insulating at this coupling.

Part of the reduction follows from the on-site terms of second order, each equal to $-t^2/\Delta_H$ times a squared overlap.

- The orthogonal orbital of an $x$ bridge has four antiparallel neighbours, two along $y$ and two along $z$, each with squared overlap $\tfrac34$. Its level moves by $-3t^2/\Delta_H=-0.19$ eV.
- The top of the filled band, at $k=0$, is half active bridge orbital and half corner $Z$. The bridge part has squared overlap $\tfrac14$ with each of four neighbours, in total 1. The corner part has $\tfrac14+\tfrac14+1+1=\tfrac52$. The mean is $\tfrac74$, a shift of $-0.11$ eV.

These terms close the gap by $0.08$ eV. The remaining $0.30$ eV is not derived here. The on-site terms leave out, among other things, second-order hopping from one site to another through a site of opposite core spin.

The orbital order is much less sensitive than the gap: the orthogonal bridge orbital acquires $0.025$ electrons, while the directed one keeps $0.455$. With the distortion $\delta=0.50$ eV included as well, the gap on the same mesh is $0.222$ eV and this occupation is $0.011$. At $\Delta_H=4000t$ the undistorted crystal returns the gap $t$ to within $0.5\%$ of $t$, as the theorem requires.

### 7. A real manganite

The parameters are rough values in the regime of Pr$_{0.5}$Ca$_{0.5}$MnO$_3$, a half-doped manganite that is insulating with CE-type order at low temperature. The hopping is uncertain by some tens of per cent, and its value depends on how the oxygen orbitals are eliminated. The real crystal has bent bonds, distorted octahedra, finite Hund coupling and strong repulsion. For the numbers used here, finite Hund coupling removes nearly all of the ideal gap, and the bridge distortion restores about half of it. The value $t$ is therefore the gap of an isolated ideal chain, not a prediction for the compound. In the calculations above, the bridge electrons keep their preference for the orbital along the chain under distortion, repulsion and finite Hund coupling; bent bonds were not tested.

With the core spins held in perfect order, thermal excitation of electrons is negligible in the ideal chain: at 150 K, $k_BT=0.013$ eV, and about $9\times10^{-8}$ electrons per pair are excited across $0.40$ eV. For the undistorted crystal with finite Hund coupling, whose gap is at most $0.019$ eV, the excited number at 150 K is about $3\times10^{-3}$ per pair. This is more than four orders of magnitude larger, but still a fraction of a per cent.

## Values computed for the example and the checks

```
INPUTS (rough values, regime of Pr0.5Ca0.5MnO3)
hopping t                                  0.40 eV
Hund splitting                             2.50 eV
bridge distortion splitting                0.50 eV
effective inter-orbital repulsion          3.00 eV
temperature                                150 K
IDEAL CHAIN
3x2-r2 in basis (3z2-r2, x2-y2)            -0.5000, 0.8660
overlap of 3x2-r2 with 3y2-r2              -0.5000
corner amplitude to 3z2-r2                 0.2000 eV
corner amplitude to x2-y2, x bridge        -0.3464 eV
corner amplitude to x2-y2, y bridge        0.3464 eV
bottom of filled band                      -0.6928 eV
top of filled band                         -0.4000 eV
band gap                                   0.4000 eV
gap without sign alternation               0.0000 eV
gap with alternating x2-y2 channel only    0.0000 eV
bridge occupation, chain-directed orbital  0.5000 electrons
bridge occupation, orthogonal orbital      0.0000 electrons
corner occupation, 3z2-r2                  0.1830 electrons
corner occupation, x2-y2                   0.3170 electrons
energy per site, zigzag                    -0.6953 t = -0.2781 eV
energy per site, straight (202 sites)      -0.6366 t = -0.2547 eV
zigzag minus straight, per site            -0.0235 eV
FIELD FAVOURING THE ORTHOGONAL BRIDGE ORBITAL
its occupation, zigzag, field 0.9 t        0.0000 electrons per bridge
its occupation, zigzag, field 1.1 t        0.2100 electrons per bridge
its occupation, straight, field 0.1 t      0.0198 electrons per site
NEGLECTED EFFECTS
distortion only: gap                       0.5441 eV
distortion only: bridge occupation         0.6132 electrons
finite Hund, 3D: indirect gap              0.0185 eV
finite Hund, 3D: orthogonal occupation     0.0250 electrons per bridge
Hund + distortion, 3D: indirect gap        0.2217 eV
Hund + distortion, 3D: orthogonal occup.   0.0108 electrons per bridge
8-site ring, no repulsion: charge gap      0.4000 eV
8-site ring, repulsion: charge gap         0.3736 eV
8-site ring, repulsion: bridge, directed   0.5847 electrons
8-site ring, repulsion: bridge, orthogonal 0.0000 electrons
thermal energy kT                          0.0129 eV
thermally excited electrons per pair       8.7e-08
```
